# Spin-Orbit Scaling and Kramers Pairs in an Organotin Response Spectrum

## What time reversal allows

For one electron, time reversal is $K=-i\sigma_yC$, where $C$ is complex conjugation. It reverses each Pauli matrix and changes the sign of $i$, so it leaves $i\boldsymbol\sigma$ unchanged. In a basis of real orbitals $p,q$, a one-electron Hamiltonian that commutes with $K$ must therefore have $2\times2$ spin blocks of the form

$$h_{pq}=s_{pq}\,1+i\,\mathbf w_{pq}\cdot\boldsymbol\sigma ,\qquad s,\mathbf w\ \text{real}.$$

Hermiticity requires $h_{qp}=h_{pq}^\dagger=s_{pq}-i\mathbf w_{pq}\cdot\boldsymbol\sigma$. Hence $s$ is symmetric and $\mathbf w$ antisymmetric, and $\mathbf w_{pp}=0$: spin-orbit coupling has no diagonal element in a real orbital.

The same argument holds for a triplet state. To first order in a strength $\lambda$, the coupling acts within the triplet as $\lambda\,\mathbf L\cdot\mathbf S$, where $\mathbf L$ is an imaginary antisymmetric matrix between real orbital states. If there is one orbital state, $\mathbf L=0$ and the splitting starts at $\lambda^2$. If there are two degenerate ones, $\mathbf L$ can be nonzero and the splitting starts at $\lambda$.

Time reversal does not, however, make the excited levels of a closed-shell molecule come in pairs. Since $K^2=-1$ for one electron, $K^2=(-1)^N$ for $N$ electrons. An antiunitary operator obeys $\langle f|g\rangle=\langle Kg|Kf\rangle$. Setting $f=u$, $g=Ku$ gives

$$\langle u|Ku\rangle=\langle K^2u|Ku\rangle=(-1)^N\langle u|Ku\rangle .$$

For odd $N$ this overlap vanishes. As $Ku$ has the same energy as $u$, every level is at least doubly degenerate: this is Kramers degeneracy. For even $N$ the equation is empty. In a closed-shell organotin molecule the theorem is therefore to be verified on the one-electron spinors and on states with an odd electron number.

## The smallest case by hand

Take one occupied orbital $i$ and one empty orbital $a$, both real, without spin-orbit coupling. There are four excitations $i_t\to a_s$, with $s,t$ the spins, so the amplitude is a $2\times2$ matrix $x_{st}$. Write

$$D=\varepsilon_a-\varepsilon_i-(aa|ii),\qquad k=(ai|ai).$$

The response matrices, derived in general below, are here

$$A_{st,s't'}=D\,\delta_{ss'}\delta_{tt'}+k\,\delta_{st}\delta_{s't'},$$
$$B_{st,s't'}=k(\delta_{st}\delta_{s't'}-\delta_{st'}\delta_{s't}).$$

Expand $x$ in the four matrices $q_0=1/\sqrt2$ and $q_j=i\sigma_j/\sqrt2$, $j=x,y,z$. They are orthonormal, and only $q_0$ has a trace, $\sqrt2$. Thus $A_{00}=D+2k$ and $A_{jj}=D$.

For $B$, both factors are conjugated, because $B$ couples an amplitude to a conjugated amplitude:

$$B_{pp}=k\left[(\mathrm{tr}\,q_p^*)^2-\mathrm{tr}(q_p^*q_p^*)\right].$$

For $p=0$ this is $k(2-1)=k$. For $p=j$, $(q_j^*)^2=-1/2$ has trace $-1$, so $B_{jj}=k[0-(-1)]=k$. Each component then obeys $\omega^2=(A-B)(A+B)$:

$$\omega_S^2=(D+k)(D+3k),\qquad \omega_T^2=(D+k)(D-k)\ \text{(three times)}.$$

The scalar component is the singlet and the three components $i\sigma_j$ are the triplet. If $-k<D<k$, $\omega_T^2$ is negative: the closed-shell reference is unstable and the response spectrum has lost its meaning.

Now switch on spin-orbit coupling in an orbitally degenerate triplet. Let $M=0,\pm1$ be the spin projection on the molecular axis. Between the two real orbital partners the first-order matrix is

$$\begin{pmatrix}0&-i\lambda aM\\ i\lambda aM&0\end{pmatrix},\qquad E=\pm\lambda aM .$$

The six states form three pairs at $-\lambda a$, $0$ and $+\lambda a$, with total splitting $2\lambda a$.

Triplet intensity needs mixing between singlets and triplets. If a singlet with transition moment $\mu_S$ couples to the triplet by $\lambda v$, first-order perturbation theory gives the triplet the moment $\lambda v\mu_S/(\omega_T-\omega_S)$. Triplet admixture in the ground state adds another term linear in $\lambda$. The intensity, a squared moment, therefore starts at $\lambda^2$.

## A Hamiltonian with a spin-orbit control

Atomic units are used in the derivations. With the rest energy subtracted, the Dirac equations for the large and small components are

$$V\psi_L+c\,\boldsymbol\sigma\cdot\mathbf p\,\psi_S=E\psi_L,$$
$$c\,\boldsymbol\sigma\cdot\mathbf p\,\psi_L+(V-2c^2)\psi_S=E\psi_S .$$

Substitute $\psi_S=\boldsymbol\sigma\cdot\mathbf p\,\phi/(2c)$ and multiply the second equation by $\boldsymbol\sigma\cdot\mathbf p/(2c)$. Since $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2=2T$,

$$V\psi_L+T\phi=E\psi_L,\qquad T\psi_L+\left(\frac{W}{4c^2}-T\right)\phi=E\,\frac{T}{2c^2}\phi ,$$

with $W=(\boldsymbol\sigma\cdot\mathbf p)V(\boldsymbol\sigma\cdot\mathbf p)$. The identity $\sigma_a\sigma_b=\delta_{ab}+i\epsilon_{abc}\sigma_c$ separates $W$ into a spin-free and a spin-dependent part. The latter is multiplied by $\lambda$:

$$W(\lambda)=\mathbf p\cdot V\mathbf p+\lambda\, i\boldsymbol\sigma\cdot(\mathbf pV\times\mathbf p).$$

Changing $c$ instead would also change the scalar relativistic terms.

In a finite basis with overlap $S$, the positive-energy solutions define $X$ through $C_\phi=XC_L$. Inserting this into the energy and the norm gives

$$\mathcal L=V+TX+X^\dagger T+X^\dagger\left(\frac{W}{4c^2}-T\right)X,$$
$$\tilde S=S+\frac{X^\dagger TX}{2c^2}.$$

To recover the ordinary overlap, set $C_L=RC$ and require $R^\dagger\tilde SR=S$. This is satisfied by

$$R=S^{-1/2}\left(S^{-1/2}\tilde SS^{-1/2}\right)^{-1/2}S^{1/2},\qquad h(\lambda)=R^\dagger\mathcal LR .$$

This is the one-electron X2C Hamiltonian. Both $X$ and $R$ depend on $\lambda$, so $h$ is not linear in $\lambda$. Deleting the spin-dependent part of the finished $h(1)$ would not give $h(0)$, because products of two spin-dependent terms leave a scalar remainder. Scaling $W$ before the elimination avoids this.

For one-electron tin, a $p$ basis gives a $2p_{1/2}$–$2p_{3/2}$ splitting of 11.24 hartree. The Dirac formula gives 11.35 hartree, so the finite-basis value is 1.0% low relative to it.

## Mean field and response in general

The two-electron interaction is the plain Coulomb repulsion, and the reference is a Hartree–Fock determinant $\Phi$ of two-component spinors. If its density commutes with $K$, so does the Fock matrix $F$, and the spinors form pairs $(u,Ku)$. An open-shell determinant generally breaks this condition, and its spinor energies then need not pair even though, for odd $N$, the states of the full Hamiltonian do.

Let $i,j$ be occupied and $a,b$ empty spinors, with $(pq|rs)=\int p^*q\,r_{12}^{-1}\,r^*s$. Rotate the determinant by $\exp(\hat\kappa)$, where $\hat\kappa=\sum\kappa_{ai}a_a^\dagger a_i-\mathrm{h.c.}$ To second order,

$$e^{\hat\kappa}\Phi=\Phi+\sum\kappa_{ai}\Phi_i^a+\tfrac12\sum\kappa_{ai}\kappa_{bj}\Phi_{ij}^{ab}-\tfrac12|\kappa|^2\Phi .$$

The first-order energy vanishes because $F_{ai}=0$ at self-consistency. The single excitations give $\kappa^\dagger A\kappa$ with $A=\langle\Phi_i^a|H-E_0|\Phi_j^b\rangle$; the last term above supplies the $-E_0$. The double excitations couple to $\Phi$ and give the $B$ term:

$$E=E_0+\kappa^\dagger A\kappa+\mathrm{Re}\,\kappa^\dagger B\kappa^* .$$

The rules for matrix elements between determinants yield

$$A_{ai,bj}=F_{ab}\delta_{ij}-F_{ji}\delta_{ab}+(ai|jb)-(ab|ji),$$
$$B_{ai,bj}=(ai|bj)-(aj|bi).$$

A finite rotation along a random complex direction gave an energy curvature of 1.223521 hartree, against 1.223522 from these matrices.

The time-dependent variational principle adds $i\kappa^\dagger\dot\kappa$ to minus this second-order energy. Varying $\kappa^*$ gives $i\dot\kappa=A\kappa+B\kappa^*$. Insert $\kappa=Xe^{-i\omega t}+Y^*e^{i\omega t}$, where $X$ now denotes an amplitude, and collect equal frequencies:

$$\omega X=AX+BY,\qquad -\omega Y=B^*X+A^*Y .$$

These matrices are complex. Time reversal removes the complexity. On a $2\times2$ block of amplitudes between two Kramers pairs it acts as $x\to\sigma_yx^*\sigma_y$, and because $\sigma_y\sigma_j^*\sigma_y=-\sigma_j$, the four matrices $q_p$ are unchanged. Matrix elements of a time-reversal-invariant $H$ between invariant excitations equal their own conjugates, so $A$ and $B$ become real. Adding and subtracting the two equations then gives

$$(A+B)(X+Y)=\omega(X-Y),$$
$$(A-B)(X-Y)=\omega(X+Y),$$

and therefore $(A-B)(A+B)(X+Y)=\omega^2(X+Y)$. This real problem has half the dimension of the complex one. On a smaller set of excitations the two agreed to $1.4\times10^{-11}$ eV.

The choice of spinors within each Kramers pair is free, and changing it mixes the four components. At $\lambda=0$ every pair can be chosen as one real orbital with spin up and spin down, and $q_0$ is then the singlet component. With spin-orbit coupling the spinors generally mix both spins, so $q_0$ should not be read as the singlet weight.

For intensities, let $d$ be the real dipole vector in this basis. A static field $\epsilon$ changes the energy by $\kappa^T(A+B)\kappa+2\epsilon\,d\cdot\kappa$ for real $\kappa$. The minimum lies at $\kappa=-\epsilon(A+B)^{-1}d$, with energy $-\epsilon^2d^T(A+B)^{-1}d$. Equating this to $-\alpha\epsilon^2/2$ gives $\alpha=2d^T(A+B)^{-1}d$.

With the normalization $(X+Y)_m\cdot(X-Y)_n=\delta_{mn}$, the first real equation gives $(X+Y)_m^T(A+B)(X+Y)_n=\omega_n\delta_{mn}$. Hence $(A+B)^{-1}=\sum_n(X+Y)_n(X+Y)_n^T/\omega_n$, and

$$\alpha=2\sum_n\frac{\mu_n^2}{\omega_n},\qquad \mu_n=d\cdot(X+Y)_n,\qquad f_n=\tfrac23\omega_n|\boldsymbol\mu_n|^2 .$$

Along the molecular axis, the sum over states gives 46.73 atomic units and the energy in a finite field gives 46.74. The agreement tests the formula within the orbital space used below; it is not a converged polarizability. The spin-free value rises from 46.7 to 47.8 with all empty orbitals, and to 52.8 when diffuse functions are also added on tin.

The procedure is thus:

1. Build $h(\lambda)$ for values from 0 to 1, with geometry and orbital space fixed.
2. Converge the spinors without imposing pairs, and inspect their energies.
3. Form Kramers pairs, transform $A$ and $B$ to the $q_p$ basis, and solve for $\omega$ and $f$.
4. Follow each group of levels back to $\lambda=0$. The change along the path is the spin-orbit effect within the model.

## Methylstannane

CH$_3$SnH$_3$ contains the Sn–C bond of organotin resists in a small molecule. The staggered C$_{3v}$ geometry has round bond lengths Sn–C 2.14 Å, Sn–H 1.71 Å and C–H 1.09 Å, with tetrahedral angles. Carbon and hydrogen carry the 6-31G basis. Tin carries Gaussian exponents in ratio 2.7: 14 $s$ and 13 $p$ functions from 0.04, and 7 $d$ functions from 0.2. The 24 lowest orbitals are frozen, leaving 7 occupied orbitals; 20 of 78 empty orbitals are kept. With four spin components, the real problem has dimension $4\times7\times20=560$.

**Pairing.** Over all $\lambda$ used, the largest energy difference within a spinor pair is $5\times10^{-11}$ eV. Started from a density that breaks time reversal, with pair gaps up to 0.17 eV, the calculation converges back to pairs within $5\times10^{-9}$ eV. A magnetic term $b\sigma_z$ with $b=0.0272$ eV opens a gap of up to 0.0544 eV, which is $2b$.

For many-electron states, all configurations of four spinor pairs were diagonalized in an oblique electric field, which removes spatial symmetry but respects time reversal. With five electrons, the 56 levels pair to within $6\times10^{-12}$ eV. With six, the 28 levels are all distinct, the smallest gap being $2.5\times10^{-4}$ eV.

**The spin-free end.** At $\lambda=0$ the full spectrum matches separately solved singlet and triplet equations to $2\times10^{-6}$ eV. The lowest triplet, at 7.216 eV, is orbitally nondegenerate; the next, at 7.628 eV, is orbitally degenerate. The lowest singlet is at 8.370 eV.

**The path to full coupling.** Doubling $\lambda$ from 0.005 to 0.01 raises the splitting of the 7.216 eV triplet from $5.33\times10^{-8}$ to $2.13\times10^{-7}$ eV, a power of 2.00. For the 7.628 eV triplet it grows from $6.37\times10^{-4}$ to $1.274\times10^{-3}$ eV, a power of 1.00. Both triplet intensities grow with power 2.00.

The linear law gives $2a=1.274\times10^{-3}/0.01=0.127$ eV. At $\lambda=1$ the actual splitting is $7.6818-7.5603=0.122$ eV, so the first-order law is 5% too large relative to it. For the lowest triplet, the quadratic law predicts $2.13\times10^{-7}/0.01^2=0.0021$ eV, whereas the full result is $7.2072-7.2057=0.0015$ eV. A leading power established at small $\lambda$ does not guarantee a good extrapolation to full coupling.

The three first-order pairs of the 7.628 eV triplet are visible at $\lambda=1$: 7.560 eV twice, 7.615 eV twice, and an upper pair now separated into 7.674 and 7.682 eV. Symmetry explains this. About the threefold axis, orbital and spin projections of opposite sign add to zero and give the one-dimensional species $A_1$ and $A_2$, which higher orders may separate. The other four states form two $E$ pairs, which remain degenerate through spatial symmetry. The dipole transforms as $A_1+E$, so the $A_2$ level is dark; the computed strength at 7.674 eV is zero to rounding.

Among the twelve lowest states, the strongest single one lies at 7.682 eV, or 161.4 nm, with $f=1.9\times10^{-4}$. The two degenerate states at 7.955 eV together carry more, $f=3.5\times10^{-4}$. The lowest level, at 7.206 eV or 172.1 nm, is dark.

**Reading the sizes.** The largest spin-orbit shift among these levels is $7.5603-7.6280=-0.068$ eV. Reducing the coupling to $1-2/50=0.96$, a rough rule for two-electron screening of $p$ shells, moves the levels by at most 0.003 eV. The rule screens somewhat too little here: a mean-field two-electron spin-orbit operator built from the tin $s$ and $p$ density alone gives a factor near 0.94, which corresponds to shifts of 0.004 to 0.005 eV. Letting the tin $4s$, $4p$ and $4d$ shells respond to spin-orbit coupling, with the same 20 empty orbitals, moves them by at most 0.004 eV.

The absolute energies are less certain. Keeping all empty orbitals lowers the lowest spin-free triplet from 7.22 to 6.80 eV, and the lowest singlet from 8.37 to 8.33 eV. The first shift is six times the largest spin-orbit shift. The small shift of the singlet does not mean it is converged: adding diffuse tin functions ($s$ exponents 0.0148 and 0.0055, $p$ 0.0148, $d$ 0.074) lowers it further to 7.95 eV, the lowest triplet to 6.76 eV and the degenerate triplet to 7.24 eV. The triplet oscillator strengths depend on singlet–triplet gaps and share this uncertainty. Within the truncated space, a separately optimized triplet lies at 6.98 eV in mean field, and second-order correlation raises it by 0.10 eV. Neither number is converged with respect to the empty orbitals. The spin-orbit effect is a difference taken within one fixed orbital space, and the full $\lambda$ path was not repeated in a larger one. As a guide, the bare first-order matrix element between the two partners of the degenerate triplet, without orbital response, falls by 6% with all empty orbitals and by 8% with the diffuse functions added, so the splitting of 0.12 eV is uncertain by roughly 0.01 eV.

**Relation to a resist.** Extreme-ultraviolet lithography uses 13.5 nm light, with photons of roughly 92 eV. The highest occupied spinor here lies at $-11.1$ eV, so such a photon can ionize the molecule, and the levels near 7 eV matter for what slower secondary electrons may excite afterwards. An electron can exchange with a molecular electron and so reach a triplet whose optical strength is tiny. In a tin-oxo resist film, tin is also bound to oxygen and surrounded by neighbours, which breaks the assumption of an isolated methylstannane molecule. That change was not calculated, and the wavelengths above should not be used as resist absorption data. Nuclear motion, and with it the breaking of the Sn–C bond, also lies outside this fixed-geometry spectrum. The remaining values are in the numerical output.

## Computed results

```
Bond lengths Sn-C, Sn-H, C-H (angstrom): 2.14 1.71 1.09
Basis functions 109; electrons 62; frozen core orbitals 24
Valence orbitals 7; virtual orbitals kept 20 of 78
Real response dimension: 560
Sn49+ 2p splitting, X2C / Dirac formula (hartree): 11.2409 / 11.3504
Top 3 occupied pairs and lowest empty, lam=0 (eV): [-11.9099 -11.9099 -11.1254   2.3842]
Top 3 occupied pairs and lowest empty, lam=1 (eV): [-12.0143 -11.8233 -11.1082   2.384 ]
Largest Kramers gap of spinors, all lam (eV): 5.4e-11
Gap with broken guess, before / after SCF (eV): 1.67e-01 / 4.5e-09
Zeeman energy / largest valence pair gap (eV): 0.0272 / 0.0544
Electric field for level test (a.u.): [0.004 0.007 0.01 ]
5 electrons: levels 56, largest pair gap (eV): 6.0e-12
6 electrons: levels 28, smallest level gap (eV): 2.5e-04
Largest imaginary part in quaternion basis (hartree): 1.5e-12
Real against complex response, largest difference (eV): 1.4e-11
Energy curvature, rotation / matrices (hartree): 1.223521 / 1.223522
Polarizability zz, field / states (a.u.): 46.7359 / 46.7335
Spin-free spectrum, largest difference (eV): 1.7e-06
Lowest spin-free triplets (eV): [7.216  7.628  7.628  7.9566]
Lowest spin-free singlets (eV): [8.3699 9.2677 9.2677 9.4457]
Level energies (eV) at lam = 0, 0.25, 0.5, 0.75, 1; wavelength (nm); f at lam = 1
  1   7.2160   7.2153   7.2134   7.2101   7.2057   172.06 5.21e-29
  2   7.2160   7.2155   7.2138   7.2111   7.2072   172.03 1.76e-05
  3   7.2160   7.2155   7.2138   7.2111   7.2072   172.03 1.76e-05
  4   7.6280   7.6118   7.5951   7.5779   7.5603   163.99 4.68e-07
  5   7.6280   7.6118   7.5951   7.5779   7.5603   163.99 4.68e-07
  6   7.6280   7.6272   7.6247   7.6205   7.6147   162.82 3.25e-05
  7   7.6280   7.6272   7.6247   7.6205   7.6147   162.82 3.25e-05
  8   7.6280   7.6430   7.6558   7.6663   7.6743   161.56 1.11e-27
  9   7.6280   7.6434   7.6574   7.6703   7.6818   161.40 1.91e-04
 10   7.9566   7.9564   7.9561   7.9557   7.9551   155.86 1.73e-04
 11   7.9566   7.9564   7.9561   7.9557   7.9551   155.86 1.73e-04
 12   7.9566   7.9572   7.9594   7.9631   7.9685   155.59 2.87e-28
Orbitally nondegenerate triplet at lam=0 (eV): 7.2160
  splitting at lam=0.005, 0.01 (eV): 5.327e-08, 2.128e-07
  power of lam in splitting, intensity: 1.998, 2.001
Orbitally degenerate triplet at lam=0 (eV): 7.6280
  splitting at lam=0.005, 0.01 (eV): 6.370e-04, 1.274e-03
  power of lam in splitting, intensity: 1.000, 1.999
Strength of these triplets at lam=0: 1.6e-28
Screened spin-orbit strength 1-2/Z: 0.96
  largest shift of 12 levels (eV): 0.0029
Sn 4s4p4d spin-orbit relaxation, largest shift (eV): 0.0039
All virtuals: lowest triplet, singlet (eV): 6.8025, 8.3338
Separately optimized triplet, mean field (eV): 6.9762
  second-order correlation shift (eV): 0.0951
```
